\section*{Eutectic Melting and Vapour Delivery of Two Immiscible-Solid Precursors}

\section{The problem}

Two solid precursors, A and B, each melt at $T_m=350$ K with enthalpy of fusion $H=15$ kJ/mol. Their solids do not dissolve in each other, while their liquids mix fully and ideally. An equimolar mixture of the two powders is warmed slowly at fixed low pressure. At what temperature does it melt, and is the equimolar mixture the lowest-melting one? What does melting do to the vapour pressure, and what fraction of this mixture can a source deliver while it stays fully liquid?

Throughout, $x$ is the mole fraction of A in the liquid and $R$ is the gas constant. Gibbs energies are per mole and are measured from the pure solids at the same temperature. The enthalpy of fusion is taken as independent of temperature; this is relaxed near the end.

\section{A tempting solution}

In the melt, B acts as a solute that lowers the freezing point of A. The slope of the freezing curve is
\begin{equation}
\frac{dT}{d\ln x}=\frac{RT^2}{H}. \label{slope}
\end{equation}
Near the melting point $T^2\approx T_m^2$, so going from $x=1$ to $x=1/2$ lowers the freezing point by
\begin{equation}
\frac{RT_m^2\ln 2}{H}
=\frac{8.3145\times 350^2\times 0.6931}{15000}\ \text{K}\approx 47.1\ \text{K}.
\end{equation}
By symmetry the same holds for B, and the mixture should melt at $302.9$ K.

\section{Where it fails}

Equation (\ref{slope}) is correct, as shown below, and so is the appeal to symmetry. The fault is that $T^2$ was frozen at its value at the melting point and then used over a drop of more than 40 K. As $T$ falls, $RT^2/H$ falls too, so the curve of $T$ against $\ln x$ flattens and the true depression is smaller.

An energy balance shows that the answer cannot stand. Forming one mole of equimolar melt from the two solids costs the enthalpy $H$. It gains the entropy of fusion, $H/T_m=42.86$ J/(mol K), and the entropy of ideal mixing, $R\ln2=5.76$ J/(mol K). At 302.9 K the Gibbs energy of the melt is therefore
\begin{equation}
15000-302.9\times(42.86+5.76)\approx +270\ \text{J/mol}.
\end{equation}
It is positive: at that temperature the melt would lower its Gibbs energy by freezing into the two solids.

\section{The right solution}

\subsection{Melting of one pure component}

Let $G_f(T)$ be the Gibbs energy of the pure liquid minus that of its solid. At fixed pressure $dG_f/dT=-S_f$, where $S_f$ is the entropy of fusion. At $T_m$ the two phases are in equilibrium, so $G_f(T_m)=0$ and $S_f=H/T_m$. A constant $H$ means that liquid and solid have equal heat capacities, so $S_f$ is constant as well. Integrating from $T$ up to $T_m$ gives
\begin{equation}
G_f(T)=\int_T^{T_m}\frac{H}{T_m}\,dT'=H\left(1-\frac{T}{T_m}\right). \label{gf}
\end{equation}
Below $T_m$ this is positive, and the pure liquid is unstable.

\subsection{What mixing contributes}

In an ideal liquid all arrangements of the molecules have the same energy. With $n$ molecules of A among $N$ in total, the number of arrangements is $N!/[n!(N-n)!]$. Adding one A molecule changes $N$ to $N+1$ and $n$ to $n+1$, and leaves $N-n$ unchanged. The number of arrangements is then multiplied by
\begin{equation}
\frac{(N+1)!}{(n+1)!\,(N-n)!}\cdot\frac{n!\,(N-n)!}{N!}
=\frac{N+1}{n+1}\;\longrightarrow\;\frac1x
\end{equation}
for a large sample. Per mole, the added entropy is $R\ln(1/x)=-R\ln x$, and it enters the Gibbs energy as $-T$ times itself. The chemical potential of A in the melt, measured from pure solid A, is therefore
\begin{equation}
\mu_A=G_f(T)+RT\ln x. \label{mu}
\end{equation}
For B, $x$ is replaced by $1-x$.

\subsection{The freezing curve}

The melt is in equilibrium with pure solid A when $\mu_A=0$. Call the mole fraction at which this happens $X(T)$. From (\ref{gf}) and (\ref{mu}),
\begin{equation}
\ln X=-\frac{G_f}{RT}=-\frac{H}{R}\left(\frac1T-\frac1{T_m}\right). \label{liq}
\end{equation}
Differentiation gives $d\ln X/dT=H/(RT^2)$, which is (\ref{slope}) inverted.

If $x>X$, then $\mu_A>0$ and solid A precipitates. If $1-x>X$, solid B precipitates. The melt is thus fully liquid for
\begin{equation}
1-X(T)\le x\le X(T). \label{window}
\end{equation}
This window is open when $X\ge 1/2$. It shrinks on cooling and closes at $X=1/2$, where both solids coexist with a melt of composition $x=1/2$. Setting $\ln X=-\ln 2$ in (\ref{liq}) gives
\begin{equation}
\boxed{\;\frac1{T_E}=\frac1{T_m}+\frac{R\ln2}{H}\;} \label{te}
\end{equation}

\subsection{Why no other mixture melts lower}

The Gibbs energy of one mole of melt is $x\mu_A+(1-x)\mu_B$, or
\begin{equation}
g(x)=G_f+RT\left[x\ln x+(1-x)\ln(1-x)\right].
\end{equation}
Its derivatives are $g'=RT\ln[x/(1-x)]$ and $g''=RT/[x(1-x)]>0$, so there is a single minimum, at $x=1/2$, with
\begin{equation}
g_{\min}=G_f-RT\ln2=H-T\left(\frac{H}{T_m}+R\ln2\right). \label{gmin}
\end{equation}
Any mixture of the two separate solids has zero Gibbs energy on this scale. Below the temperature where $g_{\min}=0$, every melt is therefore unstable against its solids. That temperature is
\begin{equation}
T_E=\frac{H}{H/T_m+R\ln 2},
\end{equation}
which is (\ref{te}) again. It has the form of any melting point, enthalpy divided by entropy, with the mixing entropy added to the entropy of fusion.

Powders mixed in any other proportion also begin to melt at $T_E$, and the first melt again has $x=1/2$. The component in excess then stays partly solid until a higher temperature. Only the equimolar mixture melts completely at $T_E$.

\subsection{The number}

\begin{align}
\frac1{T_E}&=2.857143\times10^{-3}+0.384210\times10^{-3}
=3.241353\times10^{-3}\ \text{K}^{-1},\\
T_E&=308.5\ \text{K}\quad(35.4\ ^\circ\text{C}).
\end{align}
The depression is 41.5 K. A direct numerical minimization of the melt's Gibbs energy over composition, with the temperature adjusted until the minimum reaches zero, gives 308.51 K and $x=0.5000$.

The size of the first error can now be traced. With $\varepsilon=RT_m\ln2/H=0.134$, the correct result is $T_E=T_m/(1+\varepsilon)$, and the tempting one is $T_m(1-\varepsilon)$. They differ by
\begin{equation}
T_m\left[\frac{1}{1+\varepsilon}-(1-\varepsilon)\right]
=\frac{T_m\,\varepsilon^2}{1+\varepsilon}\approx5.6\ \text{K}.
\end{equation}
The linear formula is good when $\varepsilon\ll1$, that is, when the entropy of fusion is much larger than $R\ln 2$.

\subsection{When the components differ}

The composition $x=1/2$ came from the equality of the two components. In general each has its own curve (\ref{liq}), and the eutectic lies where the two saturation fractions sum to one. Keep both melting points and the enthalpy of A fixed, and raise the enthalpy of B to 20 kJ/mol. The eutectic then moves to $x=0.550$ and 313.6 K. B now has the steeper solubility curve and takes the smaller share of the melt. An equimolar charge of this pair would begin to melt at 313.6 K but would keep some solid B until a higher temperature.

\section{Vapour pressure}

Let the pure liquids have vapour pressures of 1.0 Torr (A) and 0.5 Torr (B) at 350 K, with the same constant enthalpy of vaporization $H_v=60$ kJ/mol, and let the vapours be ideal gases. The pressure $p_l$ over a pure liquid then follows
\begin{equation}
p_l(T)=p_l(T_m)\exp\left[-\frac{H_v}{R}\left(\frac1T-\frac1{T_m}\right)\right].
\end{equation}
The solid sublimes with enthalpy $H_v+H$, and at $T_m$ its pressure $p_s$ equals that of the liquid. Dividing the two exponentials leaves
\begin{equation}
\frac{p_s}{p_l}=\exp\left[-\frac HR\left(\frac1T-\frac1{T_m}\right)\right]=X(T).
\end{equation}
Over the melt, the term $RT\ln x$ in (\ref{mu}) lowers the partial pressure of A to $x\,p_l$, which is Raoult's law. At $T_E$ both $x$ and $X$ equal $1/2$, so each component has the same partial pressure over the melt as over its own solid: 0.031 Torr for A and 0.016 Torr for B.

Above $T_E$ the equimolar melt has the lower pressure of the two, because $1/2<X$. At 320 K, where $X=0.6168$ and pure liquid A has 0.1447 Torr, solid A kept by itself would give $0.6168\times0.1447\approx0.089$ Torr, while the melt gives 0.072 Torr. In this model, forming the eutectic provides a liquid source at a lower temperature; it does not raise the partial pressure of either component above that of its own solid at a given temperature. The total over the melt at 320 K, 0.109 Torr, exceeds that of solid A alone but is below the sum for the two separate solids, 0.134 Torr.

\section{Delivery from a source at 320 K}

At 320 K the window (\ref{window}) runs from $x=0.383$ to $x=0.617$, and an equimolar charge is fully liquid. Its initial partial pressures are 0.072 and 0.036 Torr, 0.109 Torr in total. The vapour carries two A for each B, although the liquid is equimolar.

Assume a well-stirred melt whose equilibrium vapour is swept away by a carrier gas. Each component is then lost in proportion to its partial pressure. With $a=p_{l,A}/p_{l,B}=2$ and amounts $n_A$ and $n_B$ in the source,
\begin{equation}
\frac{dn_A}{dn_B}=a\,\frac{n_A}{n_B}
\quad\Rightarrow\quad
\frac{dn_A}{n_A}=a\,\frac{dn_B}{n_B}
\quad\Rightarrow\quad
\frac{n_A}{n_{A0}}=\left(\frac{n_B}{n_{B0}}\right)^{a}.
\end{equation}
Both amounts fall, but the melt becomes richer in the less volatile B, and solid B appears when $x$ has fallen to $1-X$. Let $r=n_B/n_{B0}$. Since $n_{A0}=n_{B0}$, the ratio $n_A/n_B$ equals $r^{a}/r=r^{a-1}$, so at that moment
\begin{equation}
r^{a-1}=\frac{1-X}{X}=\frac{0.3832}{0.6168}=0.621 .
\end{equation}
For $a=2$ this gives $r=0.621$, and the remaining fraction of A is $r^2=0.386$. The delivered part of the charge is
\begin{equation}
1-\tfrac12(0.386+0.621)\approx0.50 .
\end{equation}
Half the charge leaves before the source ceases to be fully liquid. Integrating the evaporation equations numerically up to the same point gives the same fraction to within $10^{-6}$.

Delivery does not stop there. While solid B and melt coexist in equilibrium at 320 K, the melt composition is held at $x=0.383$, and the partial pressures are constant until the liquid is used up.

\section{How far the result can be trusted}

Each effect below is taken alone, with all other parameters held fixed.

\paragraph{Heat capacity.} If the liquid's heat capacity exceeds the solid's by $C$, the entropy of fusion becomes $H/T_m+C\ln(T/T_m)$, where $H$ is now the enthalpy at $T_m$. Integrating as in (\ref{gf}) adds
\begin{equation}
C\int_T^{T_m}\ln\frac{T'}{T_m}\,dT'=C\left[T-T_m-T\ln\frac{T}{T_m}\right]
\end{equation}
to $G_f$. The integrand is negative, so a positive $C$ stabilizes the melt. For $C=50$ J/(mol K), $T_E$ falls by 3.0 K to 305.5 K.

\paragraph{Non-ideal liquid.} Let mixing cost an energy $Wx(1-x)$. At $x=1/2$ this adds $W/4$ to (\ref{gmin}), so
\begin{equation}
T_E=\frac{H+W/4}{H/T_m+R\ln2}.
\end{equation}
For $W=\pm1$ kJ/mol the shift is $\pm5.1$ K. The curvature of $g$ at $x=1/2$ is $4RT-2W$, so the formula requires $W<2RT$. With $T$ set to the $T_E$ that the formula gives for the same $W$, this means $W<5.6$ kJ/mol. Beyond that the liquid itself tends to separate.

\paragraph{Solid solubility.} If each solid takes up a small fraction $s$ of the other component, the chemical potential of its host drops by about $RT\ln[1/(1-s)]$. Equilibrium then reads $G_f-RT\ln2=RT\ln(1-s)$, which replaces $\ln2$ in (\ref{te}) by $\ln[2(1-s)]$. For $s=0.02$ this gives 309.6 K. A model that also includes the interaction energy in the solids gives 309.5 K, a rise of 1.0 K.

\paragraph{Pressure.} An expansion of 20 cm$^3$/mol on melting under one atmosphere raises $T_E$ by 0.04 K, which is negligible.

\paragraph{Real precursors.} The numbers used here are chosen for illustration and are not data for a particular pair. Of the effects above, non-ideality of the liquid gives the largest shift for the values tried; the ranking depends on those values, since $C=80$ J/(mol K) already lowers $T_E$ by 5.4 K. The source at 320 K sits 11.5 K above $T_E$, and at 5.1 K per kJ/mol a value of $W$ near 2.2 kJ/mol would use up that margin. The fraction delivered while fully liquid is more sensitive than $T_E$: at 320 K it changes from 0.50 to 0.35 for $W=+1$ kJ/mol, to 0.61 for $W=-1$ kJ/mol, and to 0.54 for $C=50$ J/(mol K). Two further limits lie outside an equilibrium model of two fixed species. A melt may supercool, and so remain liquid below $T_E$. The two precursors may also exchange ligands, in which case the source no longer contains just A and B.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Melting temperature of each solid: 350.0 K
Enthalpy of fusion: 15.0 kJ/mol
Gas constant: 8.3145 J/(mol K)
Entropy of fusion: 42.86 J/(mol K)
1/Tm: 2.857143e-03 1/K
R ln2/H: 3.842098e-04 1/K
1/T_E: 3.241353e-03 1/K
Eutectic temperature, formula: 308.51 K
Eutectic temperature, formula: 35.36 deg C
Eutectic temperature, minimization: 308.51 K
Eutectic mole fraction, minimization: 0.5000
Melting-point depression: 41.49 K
Fusion Gibbs energy at T_E: 1778.0 J/mol
RT ln2 at T_E: 1778.0 J/mol
Eutectic from linear formula: 302.93 K
Unequal case, enthalpy of B: 20.0 kJ/mol
Unequal case, eutectic temperature: 313.60 K
Unequal case, mole fraction of A: 0.5497
Enthalpy of vaporization: 60.0 kJ/mol
Liquid A pressure at 350 K: 1.00 Torr
Liquid B pressure at 350 K: 0.50 Torr
Partial pressure of A at T_E: 0.0312 Torr
Solid A pressure at T_E: 0.0313 Torr
Partial pressure of B at T_E: 0.0156 Torr
Solid B pressure at T_E: 0.0156 Torr
Source temperature: 320.0 K
Liquid window, lowest x: 0.3832
Liquid window, highest x: 0.6168
Pure liquid A pressure at source: 0.1447 Torr
Pure liquid B pressure at source: 0.0724 Torr
Initial partial pressure of A: 0.0724 Torr
Initial partial pressure of B: 0.0362 Torr
Initial total pressure: 0.1085 Torr
Relative volatility A/B: 2.000
Fraction of A left when solid B appears: 0.3860
Fraction of B left when solid B appears: 0.6213
Fraction of charge delivered by then: 0.4963
Heat capacity step: 50.0 J/(mol K)
Eutectic with heat capacity step: 305.47 K
Shift from heat capacity step: -3.05 K
Liquid interaction W: +/-1.0 kJ/mol
Eutectic with positive W: 313.66 K
Eutectic with negative W: 303.37 K
Shift from positive W: 5.14 K
Solid interaction energy: 10.4 kJ/mol
Solid solubility s: 0.0203
Eutectic with solubility, dilute formula: 309.60 K
Eutectic with solubility, full model: 309.51 K
Shift from solubility, full model: 1.00 K
Volume change on melting: 20.0 cm3/mol
Shift from one atmosphere: 0.042 K
\end{verbatim}
